# Reaction and removal in series: the steady rate of chemical-mechanical polishing: a program that tests the result

```python
"""
Result under test: steady chemical-mechanical polishing rate
    R = h * r_c * r_m / (r_c + r_m),   r_m = kappa * p * V,   kappa = eff / (E * s)
h    film thickness consumed by one self-limited reacted layer
r_c  rate at which a fresh site reacts (rate constant times concentration)
r_m  rate at which a reacted site is stripped by pad contacts
p, V nominal pressure and relative speed
E    contact modulus of the pad, s mean compression depth of touching summits
eff  fraction of summit encounters that strip the reacted layer
All quantities are in SI units inside the program.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import exp1

NM_MIN = 1e-9 / 60.0                      # one nm/min in m/s

# ---------------- chosen parameters (rough, copper in peroxide slurry) -------
pressure, speed = 14e3, 1.0
layer = 0.5e-9
concentration = 300.0                     # mol/m^3
rate_constant = 0.1                       # m^3/(mol s)
modulus, depth_mean, summit_radius = 100e6, 5e-6, 50e-6
efficiency = 0.5

r_c = rate_constant * concentration
kappa = efficiency / (modulus * depth_mean)
r_m = kappa * pressure * speed


def polish_rate(chem, mech):
    return layer * chem * mech / (chem + mech)


rate = polish_rate(r_c, r_m)
theta = r_c / (r_c + r_m)

# ---------------- simulation from summit geometry and site events ------------
rng = np.random.default_rng(12345)


def simulate(contact_density, sliding_speed, n=1_500_000):
    """Random summits pass over one site, which reacts and is stripped."""
    half_width = np.sqrt(25 * summit_radius * depth_mean)
    length = n / (contact_density * 2 * half_width)
    x = np.sort(rng.uniform(0, length, n))
    y = rng.uniform(-half_width, half_width, n)
    depth = rng.exponential(depth_mean, n)
    load = 4 / 3 * modulus * np.sqrt(summit_radius) * depth**1.5
    p_sim = load.sum() / (length * 2 * half_width)
    struck = np.abs(y) < np.sqrt(summit_radius * depth)
    times = x[struck] / sliding_speed
    gaps = np.diff(times)
    strips = times[rng.random(times.size) < efficiency]
    waits = rng.exponential(1 / r_c, strips.size + 1)
    removed, ready = 0, waits[0]
    for t in strips.tolist():
        if t >= ready:
            removed += 1
            ready = t + waits[removed]
    duration = length / sliding_speed
    return (p_sim, times.size / duration, gaps.std() / gaps.mean(),
            layer * removed / duration)


simulated = []
for density, v in [(1e5, 1.0), (1e6, 1.0), (1e7, 1.0), (2e6, 0.5)]:
    p_sim, hits, spread, r_sim = simulate(density, v)
    hits_formula = p_sim * v / (modulus * depth_mean)
    r_formula = polish_rate(r_c, kappa * p_sim * v)
    assert abs(hits / hits_formula - 1) < 0.02
    assert abs(spread - 1) < 0.02         # Poisson encounters
    assert abs(r_sim / r_formula - 1) < 0.03   # counting noise below 1 %
    simulated.append((p_sim, v, r_sim, r_formula))

# ---------------- time integration of the site balance -----------------------
t_end = 20 / (r_c + r_m)
sol = solve_ivp(lambda t, u: [r_c * (1 - u[0]) - r_m * u[0], layer * 1e9 * r_m * u[0]],
                (0, t_end), [0.0, 0.0], rtol=1e-10, atol=1e-13)
lag_thickness = rate / (r_c + r_m)
assert abs(sol.y[0, -1] - theta) < 1e-7
assert abs((rate * t_end - sol.y[1, -1] * 1e-9) / lag_thickness - 1) < 1e-5
tau = 1 / (r_c + r_m)
early = solve_ivp(lambda t, u: [r_c * (1 - u[0]) - r_m * u[0]],
                  (0, tau), [0.0], rtol=1e-10, atol=1e-13)
assert abs(early.y[0, -1] / theta - (1 - np.exp(-1))) < 1e-7

# ---------------- symbolic limits from the balance ---------------------------
c, m, g, H = sp.symbols("c m g H", positive=True)
steady = sp.solve(sp.Eq(c * (1 - g) - m * g, 0), g)[0]
R_sym = H * m * steady
assert sp.simplify(sp.limit(R_sym / m, m, 0) - H) == 0
assert sp.simplify(sp.limit(R_sym, m, sp.oo) - H * c) == 0

# ---------------- local exponent and five-percent windows --------------------
e = 1e-4
slope = np.log(polish_rate(r_c, r_m * (1 + e)) / polish_rate(r_c, r_m * (1 - e)))
slope /= np.log((1 + e) / (1 - e))
assert abs(slope - theta) < 1e-6
preston = layer * kappa                   # m^2/N
ceiling = layer * r_c
cross = r_c / kappa                       # Pa m/s
pv_low = brentq(lambda q: polish_rate(r_c, kappa * q) / (preston * q) - 0.95,
                1e-3 * cross, cross)
pv_high = brentq(lambda q: polish_rate(r_c, kappa * q) / ceiling - 0.95,
                 cross, 1e3 * cross)
assert abs(pv_low / cross * 19 - 1) < 1e-6 and abs(pv_high / cross / 19 - 1) < 1e-6

# ---------------- regular instead of random encounters -----------------------


def regular_rate(mech):
    period = efficiency / mech
    cover = 0.0
    for _ in range(20000):
        cover = 1 - (1 - (1 - efficiency) * cover) * np.exp(-r_c * period)
    return layer * efficiency * cover / period


q = np.exp(-r_c * efficiency / r_m)
regular = regular_rate(r_m)
assert abs(regular / (layer * r_m * (1 - q) / (1 - (1 - efficiency) * q)) - 1) < 1e-9
assert abs(regular_rate(1e-3 * r_c) / (layer * 1e-3 * r_c) - 1) < 0.01
assert abs(regular_rate(1e3 * r_c) / ceiling - 1) < 0.01

# ---------------- layer that keeps growing as h*ln(1 + r_c*t) ----------------


def mean_log_layer(mech):
    """Mean layer, in units of h, at Poisson stripping events."""
    return quad(lambda z: np.exp(-z) * np.log1p(z * r_c / mech), 0, 60, limit=200)[0]


u = r_m / r_c
assert abs(mean_log_layer(r_m) - np.exp(u) * exp1(u)) < 1e-7
drift = mean_log_layer(1e-3 * r_c) - mean_log_layer(1e-2 * r_c)
assert abs(drift - np.log(10)) < 0.1      # no strictly linear range
log_rate = layer * r_m * mean_log_layer(r_m)

# ---------------- Gaussian summit heights ------------------------------------
summit_density, sigma = 1e8, 5e-6


def gauss_moment(gap, power):
    f = lambda z: z**power * np.exp(-0.5 * (gap + z)**2) / np.sqrt(2 * np.pi)
    return sigma**power * quad(f, 0, 10, epsabs=1e-14, epsrel=1e-10, limit=200)[0]


def gauss_hits(p):
    """Encounters per sliding length at pressure p."""
    pre = 4 / 3 * modulus * np.sqrt(summit_radius) * summit_density
    gap = brentq(lambda d: pre * gauss_moment(d, 1.5) / p - 1, 0, 5, xtol=1e-12)
    return 2 * np.sqrt(summit_radius) * summit_density * gauss_moment(gap, 0.5)


gauss_exponent = np.log(gauss_hits(1.05 * pressure) / gauss_hits(0.95 * pressure))
gauss_exponent /= np.log(1.05 / 0.95)
assert 0.8 < gauss_exponent < 1.0

# ---------------- frictional heating (all heat taken by the slurry) ----------
friction, T0, barrier = 0.4, 300.0, 0.3   # -, K, eV
wafer_area = np.pi * 0.15**2
flow = 200e-6 / 60                        # m^3/s
heat = friction * pressure * speed * wafer_area
dT = heat / (flow * 1000 * 4180)          # water density and heat capacity
kB = const.k / const.e


def heated(load_factor):
    T = T0 + dT * load_factor
    chem = r_c * np.exp(-barrier / kB * (1 / T - 1 / T0))
    return chem, polish_rate(chem, r_m * load_factor)


hot_chem, hot_rate = heated(1.0)
hot_theta = hot_chem / (hot_chem + r_m)
hot_slope = np.log(heated(1 + e)[1] / heated(1 - e)[1]) / np.log((1 + e) / (1 - e))
hot_formula = hot_theta + (1 - hot_theta) * barrier * dT / (kB * (T0 + dT)**2)
assert abs(hot_slope - hot_formula) < 1e-5

# ---------------- reactant depletion, one peroxide per copper atom -----------
copper_cell = 0.3615e-9                   # fcc lattice constant, m
copper_molar_density = 4 / copper_cell**3 / const.N_A
flux = rate * copper_molar_density
supply_used = flux * wafer_area / (flow * concentration)
film, diffusivity = 20e-6, 1e-9
film_drop = flux * film / (diffusivity * concentration)
depleted = polish_rate(r_c * (1 - supply_used - film_drop), r_m)

# ---------------- static dissolution of the reacted layer --------------------
static = 10 * NM_MIN
r_d = static * r_c / (ceiling - static)
assert abs(polish_rate(r_c, r_d) / static - 1) < 1e-10
dissolving = polish_rate(r_c, r_m + r_d)

# ---------------- hydrodynamic lift under one pad land -----------------------
viscosity, land = 1e-3, 3e-3


def wedge_lift(K):
    """Mean pressure of a linear wedge, in units viscosity*V*land/film^2."""
    x = np.linspace(0, 1, 4001)
    gap = 1 + K * (1 - x)
    i2 = cumulative_trapezoid(gap**-2, x, initial=0)
    i3 = cumulative_trapezoid(gap**-3, x, initial=0)
    return np.trapezoid(6 * (i2 - i2[-1] / i3[-1] * i3), x) if hasattr(np, "trapezoid") \
        else np.trapz(6 * (i2 - i2[-1] / i3[-1] * i3), x)


assert abs(wedge_lift(1.0) - 6 * (np.log(2) - 2 / 3)) < 1e-5
lift_number = max(wedge_lift(K) for K in np.linspace(0.5, 2.5, 101))
lift = lift_number * viscosity * speed * land / film**2
lifted = polish_rate(r_c, kappa * (pressure - lift) * speed)

# ---------------- contact figures --------------------------------------------
contact_density = pressure / (modulus * np.sqrt(np.pi * summit_radius) * depth_mean**1.5)
contact_fraction = contact_density * np.pi * summit_radius * depth_mean


def change(new):
    return 100 * (new / rate - 1)


print(f"pressure {pressure/1e3:.1f} kPa, speed {speed:.2f} m/s")
print(f"layer h {layer*1e9:.2f} nm, reactant {concentration:.0f} mol/m^3")
print(f"rate constant k {rate_constant:.2f} m^3/(mol s)")
print(f"pad modulus {modulus/1e6:.0f} MPa, mean depth s {depth_mean*1e6:.1f} um")
print(f"summit radius {summit_radius*1e6:.0f} um, efficiency {efficiency:.2f}")
print(f"contacts {contact_density/1e6:.3f} per mm^2, area fraction {contact_fraction:.2e}")
print(f"encounter rate {r_m/efficiency:.2f} 1/s")
print(f"kappa {kappa*1e3:.3f} 1/(kPa m)")
print(f"reaction rate r_c {r_c:.2f} 1/s, stripping rate r_m {r_m:.2f} 1/s")
print(f"reacted fraction theta {theta:.4f}")
print(f"removal rate {rate*1e9:.3f} nm/s = {rate/NM_MIN:.1f} nm/min")
print(f"Preston line {preston*pressure*speed/NM_MIN:.1f} nm/min")
print(f"chemical ceiling {ceiling/NM_MIN:.1f} nm/min")
print(f"Preston coefficient {preston:.2e} 1/Pa")
print(f"crossover pV {cross/1e3:.2f} kPa m/s")
print(f"linear within 5% below pV {pv_low/1e3:.2f} kPa m/s")
print(f"saturated within 5% above pV {pv_high/1e3:.1f} kPa m/s")
print(f"local exponent by differences {slope:.4f}")
print(f"settling time {tau*1e3:.2f} ms, start-up deficit {lag_thickness*1e9:.4f} nm")
for pv in (1e3, 5e3, 14e3, 30e3, 100e3, 570e3):
    print(f"table: pV {pv/1e3:.0f} kPa m/s, rate {polish_rate(r_c, kappa*pv)/NM_MIN:.1f} nm/min")
for p_sim, v, r_sim, r_formula in simulated:
    print(f"simulation: p {p_sim/1e3:.2f} kPa, V {v:.1f} m/s, "
          f"rate {r_sim/NM_MIN:.1f}, formula {r_formula/NM_MIN:.1f} nm/min")
print(f"regular encounters: {regular/NM_MIN:.1f} nm/min ({change(regular):+.1f} %)")
print(f"log-growing layer: {log_rate/NM_MIN:.1f} nm/min ({change(log_rate):+.1f} %)")
print(f"Gaussian summits: {summit_density/1e6:.0f} per mm^2, sigma {sigma*1e6:.1f} um")
print(f"Gaussian summits: encounter exponent in p {gauss_exponent:.3f}")
print(f"heating inputs: friction {friction:.1f}, T {T0:.0f} K, barrier {barrier:.1f} eV")
print(f"wafer area {wafer_area*1e4:.1f} cm^2, slurry flow {flow*60e6:.0f} mL/min")
print(f"friction heat {heat:.1f} W, largest slurry rise {dT:.1f} K")
print(f"heated: r_c {hot_chem:.1f} 1/s, ceiling {layer*hot_chem/NM_MIN:.0f} nm/min")
print(f"heated: rate {hot_rate/NM_MIN:.1f} nm/min ({change(hot_rate):+.1f} %)")
print(f"heated: reacted fraction {hot_theta:.3f}, local exponent {hot_slope:.3f}")
print(f"copper flux {flux:.2e} mol/(m^2 s)")
print(f"slurry film {film*1e6:.0f} um, diffusivity {diffusivity*1e4:.1e} cm^2/s")
print(f"peroxide used {100*supply_used:.1f} %, drop across film {100*film_drop:.1f} %")
print(f"depleted: rate {depleted/NM_MIN:.1f} nm/min ({change(depleted):+.1f} %)")
print(f"static dissolution {static/NM_MIN:.1f} nm/min, r_d {r_d:.3f} 1/s")
print(f"with dissolution: {dissolving/NM_MIN:.1f} nm/min ({change(dissolving):+.1f} %)")
print(f"pad land {land*1e3:.1f} mm, viscosity {viscosity*1e3:.1f} mPa s")
print(f"largest wedge lift {lift/1e3:.2f} kPa (number {lift_number:.4f})")
print(f"with lift: {lifted/NM_MIN:.1f} nm/min ({change(lifted):+.1f} %)")
print("PASS")
```

It prints:

```
pressure 14.0 kPa, speed 1.00 m/s
layer h 0.50 nm, reactant 300 mol/m^3
rate constant k 0.10 m^3/(mol s)
pad modulus 100 MPa, mean depth s 5.0 um
summit radius 50 um, efficiency 0.50
contacts 0.999 per mm^2, area fraction 7.85e-04
encounter rate 28.00 1/s
kappa 1.000 1/(kPa m)
reaction rate r_c 30.00 1/s, stripping rate r_m 14.00 1/s
reacted fraction theta 0.6818
removal rate 4.773 nm/s = 286.4 nm/min
Preston line 420.0 nm/min
chemical ceiling 900.0 nm/min
Preston coefficient 5.00e-13 1/Pa
crossover pV 30.00 kPa m/s
linear within 5% below pV 1.58 kPa m/s
saturated within 5% above pV 570.0 kPa m/s
local exponent by differences 0.6818
settling time 22.73 ms, start-up deficit 0.1085 nm
table: pV 1 kPa m/s, rate 29.0 nm/min
table: pV 5 kPa m/s, rate 128.6 nm/min
table: pV 14 kPa m/s, rate 286.4 nm/min
table: pV 30 kPa m/s, rate 450.0 nm/min
table: pV 100 kPa m/s, rate 692.3 nm/min
table: pV 570 kPa m/s, rate 855.0 nm/min
simulation: p 1.40 kPa, V 1.0 m/s, rate 40.1, formula 40.3 nm/min
simulation: p 14.03 kPa, V 1.0 m/s, rate 286.4, formula 286.8 nm/min
simulation: p 140.41 kPa, V 1.0 m/s, rate 745.9, formula 741.6 nm/min
simulation: p 28.00 kPa, V 0.5 m/s, rate 287.7, formula 286.4 nm/min
regular encounters: 333.2 nm/min (+16.4 %)
log-growing layer: 403.4 nm/min (+40.9 %)
Gaussian summits: 100 per mm^2, sigma 5.0 um
Gaussian summits: encounter exponent in p 0.887
heating inputs: friction 0.4, T 300 K, barrier 0.3 eV
wafer area 706.9 cm^2, slurry flow 200 mL/min
friction heat 395.8 W, largest slurry rise 28.4 K
heated: r_c 81.9 1/s, ceiling 2456 nm/min
heated: rate 358.7 nm/min (+25.2 %)
heated: reacted fraction 0.854, local exponent 0.988
copper flux 6.71e-04 mol/(m^2 s)
slurry film 20 um, diffusivity 1.0e-05 cm^2/s
peroxide used 4.7 %, drop across film 4.5 %
depleted: rate 277.4 nm/min (-3.1 %)
static dissolution 10.0 nm/min, r_d 0.337 1/s
with dissolution: 291.0 nm/min (+1.6 %)
pad land 3.0 mm, viscosity 1.0 mPa s
largest wedge lift 1.20 kPa (number 0.1602)
with lift: 269.1 nm/min (-6.0 %)
PASS
```
